\section*{Why an inert core does not make pseudo-wavefunctions sufficient for chemical shifts}

\section*{Two per cent of the electron}

In a silicon atom, treated with exchange-only LDA, the $3p$ radial function has a node $0.72$ bohr from the nucleus. The region inside the node holds $2.2\%$ of the norm but supplies $95\%$ of $\langle r^{-3}\rangle$. The pseudo-wavefunctions constructed below have no node there, and their $\langle r^{-3}\rangle$ is smaller by a factor of 14 to 15, depending on the cutoff.

This matters for a tempting belief. Chemical shifts are differences between environments. Core electrons hardly notice the environment, so their shielding cancels in the difference. Pseudo-wavefunctions describe the valence electrons, which do respond. They should therefore suffice.

The premise about the core is sound. The conclusion fails because the nucleus probes the valence electrons inside the core region, where the pseudo-wavefunction was deliberately altered.

\section*{What the nucleus measures}

I use Gaussian units, electron charge $-e$, non-relativistic spin-paired electrons, and a gauge origin at the nucleus. A uniform field $\mathbf B$ and a nuclear moment $\boldsymbol\mu$ give
\begin{equation}
\mathbf A=\tfrac12\mathbf B\times\mathbf r+\frac{\boldsymbol\mu\times\mathbf r}{r^3}.
\end{equation}
Both parts are divergence-free, so the linear term of $(\mathbf p+e\mathbf A/c)^2/2m$ is $(e/mc)\mathbf A\cdot\mathbf p$. With $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot\mathbf L$, it splits into
\begin{equation}
H_B=\frac{e}{2mc}\,\mathbf B\cdot\mathbf L,\qquad
H_\mu=\frac{e}{mc}\,\frac{\boldsymbol\mu\cdot\mathbf L}{r^3}.
\end{equation}
The moment has energy $-\boldsymbol\mu\cdot(1-\sigma)\mathbf B$, so the shielding is $\sigma_{ab}=\partial^2E/\partial\mu_a\partial B_b$.

The quadratic term $e^2A^2/2mc^2$ contains the cross term
\begin{equation}
\frac{e^2}{2mc^2}\,
\frac{(\mathbf B\cdot\boldsymbol\mu)r^2-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r)}{r^3}.
\end{equation}
A spherical average replaces the numerator by $\frac23r^2\,\mathbf B\cdot\boldsymbol\mu$. Each electron then contributes the diamagnetic shielding $\sigma^d=(e^2/3mc^2)\langle r^{-1}\rangle$.

The linear terms act in second order. The part of $-\sum_n|\langle n|H_B+H_\mu|0\rangle|^2/(E_n-E_0)$ that is bilinear in $\mathbf B$ and $\boldsymbol\mu$ carries a factor 2 from the square. This cancels the $\frac12$ in $H_B$, so for each occupied electron, in a mean-field description without induced changes of the potential,
\begin{equation}
\sigma^p_{ab}=-\frac{e^2}{m^2c^2}\,\mathrm{Re}\sum_n
\frac{\langle0|L_b|n\rangle\langle n|L_a r^{-3}|0\rangle}{E_n-E_0},
\label{para}
\end{equation}
where $n$ runs over empty states.

\section*{The part of the belief that is true}

For a closed spherical core shell centred on the nucleus, $\mathbf L$ turns each core orbital into a combination of orbitals of the same shell. All of them are occupied and orthogonal to every empty state. Hence $\langle\text{core}|L_b|n\rangle=0$ in \eqref{para}, and the core contributes only $\sigma^d$.

The calculated core shielding is $832.1$ ppm for silicon and $198.8$ ppm for carbon. Removing a valence $p$ electron, with all orbitals relaxed, changes these values by $0.20$ and $0.05$ ppm. The same change raises the silicon $3p$ value of $\langle r^{-3}\rangle$ from $2.34$ to $3.07$ bohr$^{-3}$. The core is inert; the valence function near the nucleus is not.

\section*{A split $p$ shell}

Let a doubly filled $p_z$ level lie an energy $\Delta$ below empty $p_x$ and $p_y$ levels, all with the same normalised radial function $u(r)/r$. Write $p_z=zf(r)$. Angular momentum does not act on $f$, so
\begin{align}
L_x\,zf&=-i\hbar(y\partial_z-z\partial_y)zf=-i\hbar\,yf,\\
L_y\,zf&=-i\hbar(z\partial_x-x\partial_z)zf=+i\hbar\,xf,
\end{align}
and $L_z\,zf=0$. For $a=b=y$ the two matrix elements are
\begin{equation}
\langle p_z|L_y|p_x\rangle=-i\hbar\int_0^\infty u^2dr,\qquad
\langle p_x|L_yr^{-3}|p_z\rangle=i\hbar R,\qquad
R=\int_0^\infty\frac{u^2}{r^3}dr .
\label{elements}
\end{equation}
The first integral is 1, so the product is $\hbar^2R$. Two electrons give $\sigma_{yy}=-2e^2\hbar^2R/(m^2c^2\Delta)$. The $x$ direction gives the same and the $z$ direction gives zero. One third of the trace is
\begin{equation}
\sigma^p_{\rm iso}=-\frac{4e^2\hbar^2}{3m^2c^2}\,\frac{R}{\Delta}.
\label{iso}
\end{equation}

Equation \eqref{elements} locates the fault. Norm conservation protects the first element. It says nothing about the second, in which the weight $r^{-3}$ favours the region that pseudisation changes.

\section*{What pseudisation removes}

Inside a cutoff radius $r_c$ I replace $u$ by
\begin{equation}
\tilde u=r^2e^{Q(r)},\qquad
Q=\sum_{k=0}^{3}a_kr^{2k}+\kappa\left(1-\frac{r^2}{r_c^2}\right)^4 .
\end{equation}
The $a_k$ match $\ln(u/r^2)$ and its first three derivatives at $r_c$; the last term does not disturb this matching. It is positive inside $r_c$, so the norm rises monotonically with $\kappa$, from zero to infinity, and norm conservation fixes $\kappa$ uniquely.

The pseudopotential follows from the radial equation. Since $\tilde u'/\tilde u=2/r+Q'$,
\begin{equation}
\frac{\tilde u''}{\tilde u}=\left(\frac2r+Q'\right)^2-\frac2{r^2}+Q''
=\frac2{r^2}+\frac{4Q'}r+Q'^2+Q''.
\end{equation}
The term $2/r^2$ cancels the centrifugal term for $l=1$, leaving
\begin{equation}
\tilde V=\varepsilon+\frac{\hbar^2}{2m}\left(Q''+Q'^2+\frac{4Q'}r\right),
\end{equation}
where $\varepsilon$ is the level energy. This is finite at $r=0$ because $Q$ is even in $r$.

An identity connects the smoothness of $\tilde V$ with the loss of $R$. Let $V_l=V+\hbar^2l(l+1)/2mr^2$, multiply $u''=(2m/\hbar^2)(V_l-\varepsilon)u$ by $2u'$, and integrate:
\begin{equation}
\big[u'^2\big]_0^\infty=\frac{2m}{\hbar^2}\left\{\big[(V_l-\varepsilon)u^2\big]_0^\infty-\int_0^\infty V_l'\,u^2dr\right\}.
\end{equation}
For a bound state with $l\ge1$, $u\sim r^{l+1}$ near the nucleus and both boundary terms vanish. Therefore $\langle V_l'\rangle=0$, or
\begin{equation}
\left\langle\frac{dV}{dr}\right\rangle=\frac{\hbar^2l(l+1)}{m}R .
\label{force}
\end{equation}
Thus $R$ measures the mean inward force. For silicon this force is $4.68$ hartree/bohr in the true potential and $0.319$ in the pseudopotential with $r_c=2.0$ bohr. Half of each, since $l(l+1)=2$, gives $R=2.34$ and $\tilde R=0.159$ bohr$^{-3}$. For silicon $3p$ the smooth potential has given up most of the force that $R$ records; for carbon $2p$ with $r_c=1.5$ bohr the force falls only from $3.38$ to $2.48$ hartree/bohr.

\section*{Two shells, two sizes of error}

\begin{center}
\begin{tabular}{lccc}
 & $r_c$ (bohr) & $R$ (bohr$^{-3}$) & $\tilde R$ (bohr$^{-3}$)\\
C $2p$ & 1.2 & 1.689 & 1.364\\
C $2p$ & 1.5 & 1.689 & 1.238\\
Si $3p$ & 1.6 & 2.341 & 0.172\\
Si $3p$ & 2.0 & 2.341 & 0.159
\end{tabular}
\end{center}

Carbon loses $27\%$ at the larger cutoff and silicon $93\%$. The $2p$ function has no node, so a nodeless function can follow it part of the way inwards. Even so, the region $r<0.397$ bohr, with $1.4\%$ of the true norm, gives $0.845$ bohr$^{-3}$ before pseudisation and $0.415$ after. This deficit of $0.430$ is most of the total loss, $1.689-1.238=0.451$. In silicon the whole inner loop is gone: the region $r<0.137$ bohr gives $1.17$ before and $0.001$ after.

The dependence on $r_c$ is a warning in itself. The cutoff is a computational choice, and an observable of the atom cannot depend on it.

\section*{The error survives in the shift}

Take gaps of 8 and 10 eV as two model environments; they stand for no particular compounds. For silicon, \eqref{iso} gives $-565.3$ and $-452.3$ ppm, a difference of $113$ ppm. With the pseudo-function at $r_c=2.0$ bohr the first value becomes
\begin{equation}
-565.3\times\frac{0.1593}{2.3408}=-38.5\ \text{ppm},
\end{equation}
the second $-30.8$ ppm, and the difference $7.7$ ppm. For carbon at $r_c=1.5$ bohr the difference falls from $82$ to $60$ ppm.

The reason is visible in \eqref{iso}. The error is proportional to $(\tilde R-R)/\Delta$. It multiplies the quantity that varies between environments, so subtracting a reference does not remove it. It would cancel only between environments with equal paramagnetic errors. The diamagnetic term of these $p$ electrons is much less sensitive: pseudisation changes it by $0.3$ ppm per $2p$ electron and $0.9$ ppm per $3p$ electron, because $r^{-1}$ weights the inner region far less. The valence $s$ electrons, which also carry $\sigma^d$, are not pseudised here, and these figures do not cover them.

\section*{Putting the inner function back}

The inertness of the core has a proper use: it makes the repair possible. With a fixed core, the shape of the potential near the nucleus is nearly fixed. The environment mainly shifts it by a constant, which acts like a change of energy, so a valence function there is close to a combination of a few atomic solutions $\phi_i$ at different energies. Let $\tilde\phi_i$ be their pseudo-partners, equal to them at $r_c$, and let $p_i$ be projectors confined to $r<r_c$ with $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. If inside $r_c$
\begin{equation}
\tilde\psi\approx\sum_ic_i\tilde\phi_i,\qquad c_i=\langle p_i|\tilde\psi\rangle,
\qquad\text{then}\qquad \psi\approx\sum_ic_i\phi_i .
\end{equation}
Outside $r_c$ the two functions agree to the accuracy of the pseudopotential. Replacing the inner pseudo-integral by the true one gives, for real radial functions,
\begin{equation}
\langle\psi_a|r^{-3}|\psi_b\rangle\approx
\langle\tilde\psi_a|r^{-3}|\tilde\psi_b\rangle
+\sum_{ij}c^a_ic^b_j\int_0^{r_c}\frac{\phi_i\phi_j-\tilde\phi_i\tilde\phi_j}{r^3}\,dr ,
\label{recon}
\end{equation}
where $\phi_i$ and $\tilde\phi_i$ in the integral include the factor $r$, as $u$ does.

For the reference atom this holds by construction, so the test needs another environment. I add a confining potential $0.02\,r^2$ (hartree, $r$ in bohr), keep the atomic potential fixed, and solve the true and pseudo problems separately. The larger cutoffs are used. The second partial wave lies $0.5$ hartree above the first. The projectors are the combinations of $(1-r^2/r_c^2)^2\,\tilde\phi_j$ that satisfy $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. ``Mixed'' denotes the element between the valence $p$ state and the next $p$ state, as needed when occupied and empty radial functions differ.

\begin{center}
\begin{tabular}{lcccc}
bohr$^{-3}$ & true & bare pseudo & 1 proj. & 2 proj.\\
C, diagonal & 2.113 & 1.533 & 2.093 & 2.118\\
C, mixed & 1.255 & 0.865 & 1.181 & 1.270\\
Si, diagonal & 3.748 & 0.243 & 3.789 & 3.759\\
Si, mixed & 2.803 & 0.161 & 2.853 & 2.771
\end{tabular}
\end{center}

With these two projectors the largest errors relative to the true elements are about $0.3\%$ for the diagonal and $1.2\%$ for the mixed ones. These figures belong to the chosen second energy and change with it. One projector of this shape leaves $6\%$ in the mixed carbon element. The one-projector entries hold for this shape only: a single partial wave does not reproduce the confined states inside $r_c$, so the coefficient $c_1$ depends on how the projector weights that region. A fixed rescaling of the bare result does not replace the two-projector reconstruction. For silicon the true-to-pseudo ratio is $14.7$ in the free atom, $15.4$ for the diagonal element and $17.4$ for the mixed one. For carbon, multiplying the bare entries by the atomic ratio $1.689/1.238$ gives $2.09$ and $1.18$, as good as one projector and with the same $6\%$ error in the mixed element.

In a crystal, $\psi_a$ becomes an occupied Bloch function and $\psi_b$ its first-order response to the field. The operator $\mathbf L/r^3$ still acts around one nucleus, so its valence matrix element needs the same kind of correction. Two further matters lie outside this atomic example. The position operator is incompatible with periodic boundary conditions, so the uniform field needs an indirect treatment, for example as the limit of a slowly modulated one. With a finite set of projectors, reconstruction at sites away from the gauge origin also needs field-dependent phases, to keep the result independent of that origin. Neither restores the missing inner part of the valence function. The numerical check tests the component $\sigma_{yy}$ behind \eqref{iso} by finite-field diagonalisation of the three-level model with $R$ as input, \eqref{force} for both potentials, and \eqref{recon} in the confined atom.

\section*{Computed values}
\begin{verbatim}
model gaps: 8.0 and 10.0 eV
confinement W/r^2: 0.020 hartree/bohr^2
second partial wave above first: 0.50 hartree
C 2p level energy: -0.15795 hartree
C 2p all-electron R, atom: 1.6888 bohr^-3
C 2p all-electron R, +1 ion: 2.2322 bohr^-3
C 2p core diamagnetic shielding: 198.79 ppm
C 2p its change, atom to ion: 0.052 ppm
C 2p half of R lies inside: 0.397 bohr
C 2p norm inside that radius: 1.42 %
C 2p mean force, all-electron: 3.3775 hartree/bohr
C 2p pseudo R, rc = 1.201 bohr: 1.3636 bohr^-3, ratio 0.8075
C 2p pseudo R, rc = 1.499 bohr: 1.2376 bohr^-3, ratio 0.7329
C 2p mean force, pseudo, larger rc: 2.4752 hartree/bohr
C 2p R from r < 0.397 bohr, AE, pseudo: 0.8453, 0.4149 bohr^-3
C 2p diamagnetic per electron, AE, pseudo: 13.481, 13.195 ppm
C 2p AE paramagnetic: -407.8, -326.3; difference 81.6 ppm
C 2p pseudo paramagnetic: -298.9, -239.1; difference 59.8 ppm
C 2p confined levels, AE: -0.0883, 0.5108 hartree
C 2p confined levels, pseudo: -0.0881, 0.5120 hartree
C 2p diagonal, AE and bare pseudo: 2.1134, 1.5334 bohr^-3
C 2p diagonal, 1 and 2 projectors: 2.0925, 2.1178 bohr^-3
C 2p occupied-empty, AE and bare pseudo: 1.2553, 0.8654 bohr^-3
C 2p occupied-empty, 1 and 2 projectors: 1.1809, 1.2704 bohr^-3
Si 3p level energy: -0.11781 hartree
Si 3p all-electron R, atom: 2.3408 bohr^-3
Si 3p all-electron R, +1 ion: 3.0747 bohr^-3
Si 3p core diamagnetic shielding: 832.09 ppm
Si 3p its change, atom to ion: 0.200 ppm
Si 3p half of R lies inside: 0.137 bohr
Si 3p norm inside that radius: 0.08 %
Si 3p node: 0.719 bohr; inside it 2.24 % of norm, 95.41 % of R
Si 3p mean force, all-electron: 4.6817 hartree/bohr
Si 3p pseudo R, rc = 1.599 bohr: 0.1723 bohr^-3, ratio 0.0736
Si 3p pseudo R, rc = 2.000 bohr: 0.1593 bohr^-3, ratio 0.0680
Si 3p mean force, pseudo, larger rc: 0.3185 hartree/bohr
Si 3p R from r < 0.137 bohr, AE, pseudo: 1.1726, 0.0012 bohr^-3
Si 3p diamagnetic per electron, AE, pseudo: 8.440, 7.529 ppm
Si 3p AE paramagnetic: -565.3, -452.3; difference 113.1 ppm
Si 3p pseudo paramagnetic: -38.5, -30.8; difference 7.7 ppm
Si 3p confined levels, AE: 0.0237, 0.6019 hartree
Si 3p confined levels, pseudo: 0.0242, 0.6003 hartree
Si 3p diagonal, AE and bare pseudo: 3.7476, 0.2433 bohr^-3
Si 3p diagonal, 1 and 2 projectors: 3.7891, 3.7591 bohr^-3
Si 3p occupied-empty, AE and bare pseudo: 2.8033, 0.1613 bohr^-3
Si 3p occupied-empty, 1 and 2 projectors: 2.8532, 2.7710 bohr^-3
relative loss of R, larger rc, C 2p and Si 3p: 26.7, 93.2 %
\end{verbatim}
